# The Lieb–Narnhofer bound for point charges in a uniform background

How low can the electrostatic energy of equal point charges go, if a rigid uniform background neutralises them and they may be placed anywhere? This problem derives a bound that needs no knowledge of the best arrangement, and then carries it over to periodic supercells.

**Setting.** Gaussian units are used. There are $N$ point charges $q$ at distinct positions $\mathbf r_i$ in three-dimensional space. A bounded region $\Omega$ of any shape carries the uniform charge density $-q\rho$, with

$$\rho=\frac{3}{4\pi r_s^3},\qquad |\Omega|=\frac N\rho .$$

The particles may lie inside or outside $\Omega$. With the infinite self-energies of the points left out, the energy is

$$\frac{E}{q^2}=\sum_{i<j}\frac1{r_{ij}}-\rho\sum_i\int_\Omega\frac{d^3x}{|\mathbf x-\mathbf r_i|}+B,\qquad B=\frac{\rho^2}{2}\int_\Omega\!\int_\Omega\frac{d^3x\,d^3y}{|\mathbf x-\mathbf y|}. \tag{1}$$

The energy $B$ of the background with itself belongs to $E$; the bound concerns the sum of all three terms.

## (a) What does smearing a point charge change?

Replace a unit point charge by a uniform ball of radius $a$ and unit total charge. Find its potential $\phi(r)$, the deficit $g=1/r-\phi$ and the integral of $g$. Show that two such balls at centre distance $s$ have an interaction $W(s)\le1/s$, and find $W$.

**Solution.** By Gauss's law the radial field is $r/a^3$ inside the ball and $1/r^2$ outside. Outside, $\phi=1/r$. Inside,

$$\phi(r)=\frac1a+\int_r^a\frac{r'}{a^3}\,dr'=\frac{3a^2-r^2}{2a^3}.$$

Hence $g=0$ for $r\ge a$, and for $r<a$

$$g(r)=\frac1r-\frac3{2a}+\frac{r^2}{2a^3}=\frac{(a-r)^2(2a+r)}{2a^3r}>0 .$$

Its integral over all space is

$$\int g\,d^3r=4\pi\int_0^a\left(r-\frac{3r^2}{2a}+\frac{r^4}{2a^3}\right)dr=4\pi a^2\left(\frac12-\frac12+\frac1{10}\right)=\frac{2\pi a^2}{5}. \tag{2}$$

The interaction $W(s)$ is the average of $\phi$, the potential of the first ball, over the volume of the second. Since $\phi\le1/r$, it is at most the average of $1/r$ over the second ball. That average is the potential of the second ball at the centre of the first, which is $\phi(s)\le1/s$. Therefore

$$h(s)\equiv\frac1s-W(s)\ge0 .$$

For $s\ge2a$ no point of the second ball is closer than $a$ to the first centre, so both inequalities become equalities and $h=0$. For $s<2a$ part of the second ball lies where $\phi<1/r$, so $h>0$.

At zero separation the average runs over the ball itself:

$$W(0)=\frac3{a^3}\int_0^a r^2\,\frac{3a^2-r^2}{2a^3}\,dr=\frac{3}{2a^6}\left(a^5-\frac{a^5}{5}\right)=\frac6{5a}.$$

The self-energy of one ball counts each pair of charge elements once and is $W(0)/2=3/(5a)$.

The full $W$ is needed for numbers, though not for the bound. Let $\sigma$ be the ball density. Its overlap integral with a copy shifted by $s=xa<2a$ is the squared density times the volume of the lens common to both balls. The lens consists of two caps:

$$2\pi\int_{s/2}^a(a^2-z^2)\,dz=\frac{4\pi a^3}{3}\left(1-\frac{3x}{4}+\frac{x^3}{16}\right).$$

Multiplication by $[3/(4\pi a^3)]^2$ gives the overlap $(\sigma*\sigma)(s)$, where the star denotes convolution. Poisson's equation, $(sW)''=-4\pi s\,(\sigma*\sigma)$, becomes for $w=aW$

$$\frac{d^2(xw)}{dx^2}=-3x+\frac{9x^2}{4}-\frac{3x^4}{16}.$$

Integrating twice, with $w$ finite at $x=0$ and $w(0)=6/5$, gives

$$W(s)=\frac1a\left(\frac65-\frac{x^2}{2}+\frac{3x^3}{16}-\frac{x^5}{160}\right),\qquad x=\frac sa<2 . \tag{3}$$

At $x=2$ the bracket is $1/2$, which joins the outer form $1/s$.

## (b) How is the energy related to that of the smeared system?

Let every particle be smeared, but leave the background as it is. Show that the energy $q^2D$ of this system, ball self-energies included, is not negative, and write $E$ exactly in terms of $D$.

**Solution.** In units of $q$ the charge density is $\tau(\mathbf x)=\sum_i\sigma(\mathbf x-\mathbf r_i)-\rho\,1_\Omega(\mathbf x)$, where $1_\Omega$ is one in $\Omega$ and zero elsewhere. Let $\Psi$ be its potential, $\nabla^2\Psi=-4\pi\tau$. In a large sphere of radius $R$, integration by parts gives

$$\frac12\int\tau\Psi\,d^3x=-\frac1{8\pi}\int\Psi\nabla^2\Psi\,d^3x=\frac1{8\pi}\int|\nabla\Psi|^2d^3x-\frac1{8\pi}\oint\Psi\,\nabla\Psi\cdot d\mathbf S .$$

The total charge is zero, because $\rho|\Omega|=N$. Far away $\Psi$ therefore falls at least as fast as $1/R^2$ and its gradient at least as fast as $1/R^3$, while the area grows as $R^2$. The surface term vanishes at least as fast as $1/R^3$, and

$$D=\frac1{8\pi}\int|\nabla\Psi|^2\,d^3x\ge0 .$$

Smearing is what allows this step: the field energy of true point charges is infinite.

Written out by pairs, the same energy is

$$D=\sum_{i<j}W(r_{ij})+\frac{3N}{5a}-\rho\sum_i\int_\Omega\phi(|\mathbf x-\mathbf r_i|)\,d^3x+B .$$

Subtract this from (1). The term $B$ cancels, $1/r_{ij}-W$ is $h$, and $1/r-\phi$ is $g$:

$$\frac E{q^2}=D+\sum_{i<j}h(r_{ij})-\frac{3N}{5a}-\rho\sum_i\int_\Omega g(|\mathbf x-\mathbf r_i|)\,d^3x . \tag{4}$$

No approximation has been made. The two negative terms are the ball self-energies, which $D$ contains and $E$ does not, and the attraction lost when a point is spread out within the background.

## (c) What is the best bound this identity gives?

Bound the right side of (4) without reference to the positions, and choose $a$.

**Solution.** Since $g\ge0$, its integral over $\Omega$ is at most its integral over all space. By (2),

$$\rho\int_\Omega g\,d^3x\le\frac3{4\pi r_s^3}\,\frac{2\pi a^2}5=\frac{3a^2}{10r_s^3}.$$

Dropping the non-negative $D$ and $h$ terms leaves

$$E\ge-Nq^2f(a),\qquad f(a)=\frac3{5a}+\frac{3a^2}{10r_s^3}.$$

This holds for every $a>0$, and the strongest statement has the smallest $f$. The derivative $f'(a)=-3/(5a^2)+3a/(5r_s^3)$ vanishes at $a=r_s$, and $f''>0$ makes this the minimum. There $f=(3/5+3/10)/r_s=9/(10r_s)$, so

$$\boxed{E\ge-\frac9{10}\,\frac{Nq^2}{r_s}} \tag{5}$$

for every arrangement of the particles and every shape of $\Omega$. The best ball is the one whose volume, filled with background, would hold the charge $-q$.

Where a ball of radius $r_s$ sticks out of $\Omega$, part of the estimated attraction is missing. Keeping it turns (4) into

$$\frac{E}{q^2}=-\frac{9N}{10r_s}+D+\sum_{i<j}h(r_{ij})+\rho\sum_i\int_{\text{outside }\Omega}g\,d^3x. \tag{6}$$

The last three terms, none of them negative, are the exact distance from the bound.

Two assumptions matter. The charges must have one sign: for a pair $q,-q$ at distance $d$ the energy contains $-q^2/d$, which has no lower limit, and in (4) the term $h$ would enter with a minus sign. The background must also be rigid. If it could contract around a particle into a ball of radius $b<r_s$, the energy of that unit would be $-9q^2/(10b)$, as part (d) shows with $b$ in place of $r_s$.

Quantum motion does not spoil the bound. Inequality (5) holds at each configuration, hence also for the average potential energy in any quantum state, and the kinetic energy is not negative.

## (d) Can the constant be improved?

Find the cases of equality in (5), and compare them with two charges in one ball-shaped background.

**Solution.** Put one charge at the centre of a background ball of radius $r_s$. The background self-energy is $3q^2/(5r_s)$ and the attraction is $-q^2\phi(0)=-3q^2/(2r_s)$. The sum is $-9q^2/(10r_s)$, which is equality. Each such unit is neutral and spherical, so it has no field outside itself. Hence $N$ units with disjoint balls do not interact, and equality holds for every $N$. No smaller constant than $9/10$ can serve for all regions.

These are all the cases. Equality in (6) requires each extra term to vanish. Then no two balls overlap, and $D=0$ forces $\nabla\Psi=0$ and so $\tau=0$: the region $\Omega$ is the union of the balls, up to a set of zero volume.

Now let $\Omega$ be one ball for two charges, with $r_s=q=1$ and radius $R=2^{1/3}$. Place the charges at distance $d<R$ on opposite sides of the centre. The background potential at each is, in size, $2(3R^2-d^2)/(2R^3)=(3R^2-d^2)/2$, because $R^3=2$. Thus

$$E=\frac1{2d}-(3R^2-d^2)+\frac35\,\frac{2^2}{R}=\frac1{2d}+d^2-\frac{18}{5R},$$

where $3R^2=6/R$ was used. The minimum has $-1/(2d^2)+2d=0$, so $d^3=1/4$. Then $1/(2d)=2d^2$, and the first two terms sum to $3d^2=3\cdot2^{-4/3}=3/(2R)$. Therefore

$$\frac E2=\frac1{2R}\left(\frac32-\frac{18}5\right)=-\frac{21}{20}\,2^{-1/3}=-0.8334 .$$

A numerical search over free positions of both charges found the same lowest value. In ball-shaped backgrounds the lowest energies found per particle were $-0.8320$ for $N=3$, $-0.8504$ for $N=4$, $-0.8670$ for $N=8$ and $-0.8750$ for $N=13$, in units of $q^2/r_s$. These come from searches with 15 random starts each and are not proven global minima.

A particle outside the background is covered too. In one arrangement of six charges the distances from the centre were $0.4$, $1.0$, $1.5$, $1.9$, $2.4$ and $3.2\,r_s$, with a background radius of $1.817\,r_s$. Computed separately, the terms of (6) give the total

$$-5.4+3.47121+0.20735+0.84981=-0.87163\ \frac{q^2}{r_s},$$

in agreement with the energy computed directly from (1). The field term is the largest correction: this arrangement is far from locally neutral.

## (e) Does the bound hold for a periodic supercell?

Let a cell of volume $V=N/\rho$ be repeated on a lattice of vectors $\mathbf L$. The Ewald energy uses the periodic potential $G$ with zero cell average,

$$-\nabla^2G=4\pi\left[\sum_{\mathbf L}\delta(\mathbf r+\mathbf L)-\frac1V\right].$$

With $\xi=\lim_{r\to0}(G-1/r)$, the energy per cell is

$$\frac{E_{\rm cell}}{q^2}=\frac12\sum_{i\ne j}G(\mathbf r_{ij})+\frac N2\,\xi . \tag{7}$$

Prove the corresponding bound.

**Solution.** The background does not appear explicitly in (7), because its interaction with a potential of zero average vanishes. Its effect sits in the term $-1/V$.

Let $G_a$ be the periodic interaction of two smeared charges, again with zero average. The function $h$ obeys $-\nabla^2h=4\pi(\delta-\sigma*\sigma)$, so subtracting $\sum_{\mathbf L}h$ from $G$ replaces the point sources by smeared ones. The average must then be restored:

$$G_a(\mathbf r)=G(\mathbf r)-\sum_{\mathbf L}h(|\mathbf r+\mathbf L|)+\frac1V\int h\,d^3s . \tag{8}$$

Both sides have the same Laplacian and the same average. Their difference is a periodic harmonic function of zero average, which is zero.

For the integral, write $h=(1/s-\phi)+(\phi-W)$. The first bracket is $g$. The second is $g$ averaged over a ball, which leaves its integral over all space unchanged. Hence $\int h\,d^3s=2\cdot2\pi a^2/5=4\pi a^2/5$.

As $r\to0$, the $\mathbf L=0$ term in (8) combines with $G$ as $G-1/r+W\to\xi+6/(5a)$. Summing (8) over all $i,j$, including $i=j$, and halving gives

$$\mathcal F=\frac{E_{\rm cell}}{q^2}-\mathcal O+\frac{3N}{5a}+\frac{N^2}{2V}\,\frac{4\pi a^2}5 ,$$

where $\mathcal F=\frac12\sum_{i,j}G_a(\mathbf r_{ij})$, and $\mathcal O\ge0$ is half the sum of $h$ over all $i,j,\mathbf L$ except a particle with itself. With $N/V=\rho$ the last term is $3Na^2/(10r_s^3)$. So

$$\frac{E_{\rm cell}}{q^2}=\mathcal F+\mathcal O-N\left(\frac3{5a}+\frac{3a^2}{10r_s^3}\right). \tag{9}$$

In reciprocal space, $G$ has the coefficients $4\pi/(Vk^2)$, and each smeared charge brings a factor $F(k)=3(\sin ka-ka\cos ka)/(ka)^3$. Thus

$$\mathcal F=\frac{2\pi}V\sum_{\mathbf k\ne0}\frac{F(k)^2}{k^2}\left|\sum_je^{i\mathbf k\cdot\mathbf r_j}\right|^2\ge0 .$$

The choice $a=r_s$ gives $E_{\rm cell}\ge-0.9\,Nq^2/r_s$ for every cell shape. The balls may overlap with periodic images; $\mathcal O$ accounts for that.

Equality cannot occur here. It would need non-overlapping balls that fill space. Each ball touches finitely many others, so some point of its surface touches none, and the space just outside that point is empty.

A random cell of eight particles illustrates that $a$ is a free device. With energies per particle in $q^2/r_s$ and the terms in the order constant, overlap, field, (9) gives

$$a=r_s:\quad-0.90000+0.21839+0.12014=-0.56147,$$
$$a=1.3\,r_s:\quad-0.96854+0.36312+0.04395=-0.56147 .$$

The Ewald sum, evaluated separately, gives the same energy. The pieces depend on $a$; the energy does not.

## (f) How close do lattices come, and what follows for charged cells?

Compare lattices with one charge per cell at fixed $r_s$. Is there also an upper bound on the energy that holds for all cell shapes?

**Solution.** The Ewald energies and their parts from (9) at $a=r_s$, in $q^2/r_s$ per particle, are:

| Lattice | Energy | Overlap | Field |
|---|---|---|---|
| simple cubic | −0.88006 | 0.00672 | 0.01322 |
| fcc | −0.89587 | 0.00076 | 0.00337 |
| bcc | −0.89593 | 0.00131 | 0.00277 |
| tetragonal, $c/a_0=3$ | −0.33939 | 0.14299 | 0.41762 |
| tetragonal, $c/a_0=6$ | 1.34308 | 0.45353 | 1.78955 |

Here $a_0$ is the short edge and $c$ the long one. The bcc lattice lies $0.0041\,q^2/r_s$ above the bound. It has more overlap than fcc but a smaller field term, and the sum is slightly lower. The bcc energy cannot replace $-0.9$ in (5), since a single charge in its own ball lies below it.

There is no upper bound. Take a tetragonal cell and keep in $\mathcal F$ just the two shortest wave vectors along the long edge, $k=2\pi/c$. As all other terms of $\mathcal F$ and $\mathcal O$ are non-negative,

$$\frac{E_{\rm cell}}{q^2}\ge-\frac9{10r_s}+\frac{2\pi}V\cdot2\left(\frac c{2\pi}\right)^2F^2=-\frac9{10r_s}+\frac{c^2}{\pi V}\,F\!\left(\frac{2\pi}c\right)^2 .$$

When $c$ grows at fixed $V$, $F\to1$ and the right side grows without limit. The charges then form dense, widely separated layers, and the background between them cannot neutralise them locally.

For a supercell with one point charge in vacuum, $E_{\rm cell}$ is the spurious energy due to periodic images and background. It is never below $-0.9\,q^2/r_s$ with $r_s=(3V/4\pi)^{1/3}$, but its sign depends on the cell shape. A cubic cell has edge $1.61199\,r_s$, so its energy is $-0.880059\times1.61199=-1.4186\,q^2$ per edge length. For $q=e$ and the round value $r_s=1$ nm, the unit $q^2/r_s$ is $1.43996$ eV. The bound is then $-1.296$ eV and the bcc energy $-1.290$ eV. A charged defect in a solid is also screened by its host and has a charge cloud of finite size, so these vacuum numbers are not corrections for a real defect.

The periodic convention can be compared with finite pieces of matter. Cubes built from $m^3$ simple-cubic cells, a charge at the centre of each, have energies per particle from $-0.88472$ at $m=3$ to $-0.88245$ at $m=6$, in $q^2/r_s$. If the total energy is a cubic polynomial in $m$, with volume, face, edge and corner parts, its third difference divided by 6 is the volume part. The unrounded totals for $m=3,4,5,6$ give $-0.880059$, the Ewald value to the digits shown. The remaining values are in the numerical output below.

## Computed values

```
SMEARED CHARGES, radius r_s
ball self-energy = 0.600000 q^2/r_s
integral of g = 1.256637 r_s^2
background term = 0.300000 q^2/r_s
best radius = 1.00000 r_s
bound coefficient = -0.900000 q^2/r_s
neutral balls 2.5 r_s apart: |interaction| < 1e-6 q^2/r_s
PERIODIC, per particle in q^2/r_s: energy, overlap, field
simple cubic: -0.880059, 0.00672, 0.01322
fcc: -0.895874, 0.00076, 0.00337
bcc: -0.895929, 0.00131, 0.00277
tetragonal c/a=3: -0.339392, 0.14299, 0.41762
tetragonal c/a=6: 1.343075, 0.45353, 1.78955
random 8, a=1.0 r_s: -0.56147, 0.21839, 0.12014; constant -0.90000
random 8, a=1.3 r_s: -0.56147, 0.36312, 0.04395; constant -0.96854
FINITE BALL, 6 charges, some outside; totals in q^2/r_s
background radius = 1.81712 r_s
distances from centre (r_s): 0.4 1.0 1.5 1.9 2.4 3.2
energy = -0.87163, field = 3.47121
overlap = 0.20735, outside part = 0.84981
FINITE BALL, lowest energy found per particle (q^2/r_s)
N=1: -0.900000
N=2: -0.833386
N=3: -0.832034
N=4: -0.850447
N=8: -0.866964
N=13: -0.875007
FINITE BOX
flat box sides (r_s): 3.2240 3.2240 1.6120
N=4, lowest found = -0.889197 q^2/r_s per particle
cube of 27 cells: -0.884717 q^2/r_s per particle
cube of 64 cells: -0.883597 q^2/r_s per particle
cube of 125 cells: -0.882911 q^2/r_s per particle
cube of 216 cells: -0.882448 q^2/r_s per particle
bulk part from cubes = -0.880059 q^2/r_s per particle
BOUND AND CONVERSION
bcc above bound by 0.004071 q^2/r_s
simple-cubic edge = 1.611992 r_s
simple-cubic energy = -1.418649 q^2/edge
chosen r_s = 1.0 nm, q = e, vacuum
q^2/r_s = 1.43996 eV
bound = -1.29597 eV per particle
bcc = -1.29011 eV per particle
```
